# Why Interstitial Well Depths Drop Out of Steady Oxidant Permeation: test program

```python
"""
Claim under test: dilute molecules hop between cages of a network. With the
saddle energies (measured from the gas) and saddle prefactors fixed, the steady
flux does not depend on the wells, while the time lag does:
    flux = G (a_up - a_down),   lag = sum_i K_i h_i (1 - h_i) / G
K_i  occupancy of cage i in equilibrium with the feed gas (activity a = 1)
g    equilibrium crossing rate of one saddle at a = 1 (a conductance)
h_i  steady activity for a = 1 upstream and a = 0 downstream
G    flux through the block for unit activity difference
One road uses raw hop rates and gas impingement, the other uses K, g and h.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import expm

# ---------- inputs (round model parameters) ----------
T = 1273.15                      # K
p = sc.atm                       # Pa
mass = 2 * 15.999 * sc.atomic_mass
spacing = 0.5e-9                 # m, cage to cage
well_quantum = 0.010             # eV, hbar*omega in a well
saddle_quantum = 0.020           # eV, transverse hbar*omega at a saddle
well_sd, saddle_mean, saddle_sd = 0.08, 1.35, 0.12   # eV
trap_depth, trap_share = 0.5, 0.05
film = 1.0e-6                    # m
kT = sc.k * T / sc.e             # eV
nx, ny, nz = 6, 6, 12
n = nx * ny * nz

# ---------- network ----------
index = np.arange(n).reshape(nz, ny, nx)
z_from, z_to = index[:-1].ravel(), index[1:].ravel()
left = np.concatenate([z_from, index.ravel(), index.ravel()])
right = np.concatenate([z_to, np.roll(index, -1, 1).ravel(),
                        np.roll(index, -1, 2).ravel()])
along_z = np.arange(left.size) < z_from.size
top, bottom = index[0].ravel(), index[-1].ravel()


def draw_saddles(rng):
    return [rng.normal(saddle_mean, saddle_sd, size)
            for size in (left.size, top.size, bottom.size)]


def raw_rates(E, quantum, saddles, forward=1.0):
    """Population rate matrix from hop rates; entry from gas impingement."""
    bond, mouth_in, mouth_out = saddles
    w_well = quantum * sc.e / sc.hbar
    w_saddle = saddle_quantum * sc.e / sc.hbar
    attempt = w_well**3 / (2 * np.pi * w_saddle**2)
    k_lr = forward * attempt[left] * np.exp(-(bond - E[left]) / kT)
    k_rl = attempt[right] * np.exp(-(bond - E[right]) / kT)
    M = np.zeros((n, n))
    np.add.at(M, (right, left), k_lr)
    np.add.at(M, (left, left), -k_lr)
    np.add.at(M, (left, right), k_rl)
    np.add.at(M, (right, right), -k_rl)
    area = 2 * np.pi * sc.k * T / (mass * w_saddle**2)
    hits = p / np.sqrt(2 * np.pi * mass * sc.k * T) * area
    feed_up, feed_down, exit_up, exit_down = np.zeros((4, n))
    feed_up[top] = hits * np.exp(-mouth_in / kT)
    feed_down[bottom] = hits * np.exp(-mouth_out / kT)
    exit_up[top] = attempt[top] * np.exp(-(mouth_in - E[top]) / kT)
    exit_down[bottom] = attempt[bottom] * np.exp(-(mouth_out - E[bottom]) / kT)
    M -= np.diag(exit_up + exit_down)
    return M, feed_up, feed_down, exit_up, exit_down


def raw_flux(rates, a_up=1.0, a_down=0.0):
    M, feed_up, feed_down, _, exit_down = rates
    pop = np.linalg.solve(-M, a_up * feed_up + a_down * feed_down)
    return exit_down @ pop - a_down * feed_down.sum(), pop


def raw_lag(M, feed, sink):
    """Time integral of the missing outflow divided by the steady outflow."""
    pop = np.linalg.solve(-M, feed)
    return sink @ np.linalg.solve(-M, pop) / (sink @ pop)


wavelength = sc.h / np.sqrt(2 * np.pi * mass * sc.k * T)
gas_filling = p * wavelength**3 / (sc.k * T)


def occupancy(E, quantum):
    return gas_filling * (kT / quantum)**3 * np.exp(-E / kT)


def conductance_network(saddles):
    scale = sc.k * T / sc.h * gas_filling * (kT / saddle_quantum)**2
    g, g_in, g_out = [scale * np.exp(-s / kT) for s in saddles]
    lap = np.zeros((n, n))
    np.add.at(lap, (left, left), g)
    np.add.at(lap, (right, right), g)
    np.add.at(lap, (left, right), -g)
    np.add.at(lap, (right, left), -g)
    lap[top, top] += g_in
    lap[bottom, bottom] += g_out
    source = np.zeros(n)
    source[top] = g_in
    h = np.linalg.solve(lap, source)
    return g_out @ h[bottom], h


rng = np.random.default_rng(7)
saddles = draw_saddles(rng)
E_ref = rng.normal(0.0, well_sd, n)
trap = np.zeros(n, bool)
trap[rng.choice(n, round(trap_share * n), replace=False)] = True
E_trap = E_ref - trap_depth * trap
stiff = np.full(n, well_quantum)
soft = stiff / 2
G, h = conductance_network(saddles)
cases = {"reference": (E_ref, stiff), "trapped": (E_trap, stiff),
         "softened": (E_ref, soft)}

# ---------- flux and lag for three sets of wells ----------
flux, lag, K, rates = {}, {}, {}, {}
for name, (E, quantum) in cases.items():
    rates[name] = raw_rates(E, quantum, saddles)
    K[name] = occupancy(E, quantum)
    flux[name], _ = raw_flux(rates[name])
    M, feed_up, feed_down, exit_up, exit_down = rates[name]
    lag[name] = raw_lag(M, feed_up, exit_down)
    assert np.isclose(flux[name], G, rtol=1e-8)
    assert np.isclose(lag[name], np.sum(K[name] * h * (1 - h)) / G, rtol=1e-8)
    assert np.isclose(raw_flux(rates[name], 1.0, 0.4)[0], 0.6 * G, rtol=1e-8)
    level_flux, level_pop = raw_flux(rates[name], 1.0, 1.0)
    assert abs(level_flux) < 1e-8 * G
    assert np.allclose(level_pop, K[name], rtol=1e-8)
assert lag["trapped"] > 2 * lag["reference"]


def propagate(name, t):
    """Start empty; return outflow rate, total outflow and total inflow."""
    M, feed_up, _, exit_up, exit_down = rates[name]
    A = np.zeros((n + 3, n + 3))
    A[:n, :n] = M
    A[:n, n] = feed_up
    A[n + 1, :n] = exit_down
    A[n + 2, :n] = -exit_up
    A[n + 2, n] = feed_up.sum()
    state = expm(A * t)[:, n]
    return exit_down @ state[:n], state[n + 1], state[n + 2]


early = {}
for name in ("reference", "trapped"):
    t_long = 60 * lag[name]
    _, out_total, in_total = propagate(name, t_long)
    assert np.isclose(t_long - out_total / G, lag[name], rtol=1e-4)
    assert np.isclose(in_total - G * t_long, np.sum(K[name] * h**2), rtol=1e-4)
    early[name] = propagate(name, 3 * lag["reference"])[0] / G
assert early["reference"] > early["trapped"] + 0.1

# ---------- what the cancellation needs ----------
bias = np.exp(rng.normal(0, 0.5, left.size))    # breaks detailed balance
biased = [raw_flux(raw_rates(E, stiff, saddles, bias))[0]
          for E in (E_ref, E_trap)]
assert np.isclose(biased[0], biased[1], rtol=1e-8)
assert abs(biased[0] / G - 1) > 1e-3
# deeper wells that slow every exit except the forward one
uneven = np.where(along_z & trap[left], np.exp(trap_depth / kT), 1.0)
uneven_rates = raw_rates(E_trap, stiff, saddles, uneven)
uneven_ratio = raw_flux(uneven_rates)[0] / G
uneven_level = raw_flux(uneven_rates, 1.0, 1.0)[0] / G
assert abs(uneven_ratio - 1) > 0.01 and abs(uneven_level) > 0.01
# wells and saddles lowered together: barrier heights fixed
shift = 0.1
lowered = [s - shift for s in saddles]
fixed_barrier = raw_flux(raw_rates(E_ref - shift, stiff, lowered))[0] / G
assert np.isclose(fixed_barrier, np.exp(shift / kT), rtol=1e-8)


# ---------- thick film with periodic traps, and a dead-end pocket ----------
def chain(capacity):
    size = len(capacity)
    M = np.diag(-2 / capacity)
    i = np.arange(size - 1)
    M[i + 1, i] = 1 / capacity[:-1]
    M[i, i + 1] = 1 / capacity[1:]
    feed, sink = np.zeros((2, size))
    feed[0], sink[-1] = 1.0, 1 / capacity[-1]
    return M, feed, sink


capacity = np.ones(399)
capacity[9::20] = 95.0
chain_lag = raw_lag(*chain(capacity))
thick_law = 400 * capacity.sum() / 6
assert np.isclose(chain_lag, thick_law, rtol=5e-3)

M3, feed3, sink3 = chain(np.ones(3))
pocket = 7.0
M4 = np.zeros((4, 4))
M4[:3, :3] = M3
M4[1, 1] -= 1.0
M4[3, 1] = 1.0
M4[1, 3], M4[3, 3] = 1 / pocket, -1 / pocket
feed4, sink4 = np.append(feed3, 0), np.append(sink3, 0)
assert np.isclose(sink4 @ np.linalg.solve(-M4, feed4),
                  sink3 @ np.linalg.solve(-M3, feed3))
# middle cage has h = 1/2 and the chain has G = 1/4
assert np.isclose(raw_lag(M4, feed4, sink4) - raw_lag(M3, feed3, sink3),
                  pocket * 0.5 * 0.5 / 0.25)


# ---------- finite loading: exact exclusion process on five cages ----------
def exclusion_ratio(middle):
    cap = np.array([1e-3, 1e-3, middle, 1e-3, 1e-3])
    W = np.zeros((32, 32))
    out = np.zeros(32)

    def move(a, b, rate):
        W[b, a] += rate
        W[a, a] -= rate

    for s in range(32):
        if not s & 1:
            move(s, s | 1, 1.0)
        else:
            move(s, s ^ 1, 1 / cap[0])
        if s & 16:
            move(s, s ^ 16, 1 / cap[4])
            out[s] = 1 / cap[4]
        for i in range(5):
            for j in (i - 1, i + 1):
                if 0 <= j < 5 and s >> i & 1 and not s >> j & 1:
                    move(s, s ^ (1 << i) ^ (1 << j), 1 / cap[i])
    W[-1] = 1.0
    rhs = np.zeros(32)
    rhs[-1] = 1.0
    return out @ np.linalg.solve(W, rhs) * 6


crowded = exclusion_ratio(2.0)
dilute = exclusion_ratio(1e-3)
assert np.isclose(crowded, 1 / (1 + 2.0 * 0.5), rtol=0.01)
assert abs(dilute - 1) < 0.01

# ---------- engineering numbers ----------
length, face = (nz + 1) * spacing, nx * ny * spacing**2
perm = G * length / face                       # 1/(m s) at the feed pressure
oxide_O2 = 2200 / 60.08e-3 * sc.N_A            # O2 per m3 of grown oxide
B_par = 2 * perm / oxide_O2
solub = {c: K[c].sum() / (n * spacing**3) for c in K}
diff = {c: perm / solub[c] for c in K}
film_lag = {c: film**2 / (6 * diff[c]) for c in K}
others = np.array([conductance_network(draw_saddles(np.random.default_rng(s)))[0]
                   for s in range(100, 110)]) * length / face

# ---------- size of neglected effects ----------
follow = 0.1 * trap_depth
touch = trap[left].astype(float) + trap[right]
sagged = [saddles[0] - follow * touch, saddles[1] - follow * trap[top],
          saddles[2] - follow * trap[bottom]]
sag_ratio = raw_flux(raw_rates(E_trap, stiff, sagged))[0] / G
x = saddle_quantum / kT
wigner = 1 + x**2 / 24
quantum_vib = (x / 2 / np.sinh(x / 2))**2
bond_length, libration = 0.121e-9, 0.020
inertia = mass / 4 * bond_length**2
rotor = inertia * sc.k * T / sc.hbar**2
hindered = (kT / libration)**2 / rotor
linear_rate = 0.07e-6 / 3600                   # m/s, rough typical input
reaction_length = perm / (oxide_O2 * linear_rate)
growth = {c: perm / film / oxide_O2 * film_lag[c] / film for c in K}
barriers = np.concatenate([saddles[0] - E_ref[left], saddles[0] - E_ref[right],
                           saddles[1] - E_ref[top], saddles[2] - E_ref[bottom]])

print(f"temperature {T:.2f} K, kT {kT:.5f} eV, pressure {p:.0f} Pa")
print(f"cages {n} ({nx}x{ny}x{nz}), spacing {spacing*1e9:.2f} nm")
print(f"well quantum {well_quantum*1e3:.0f} meV, saddle {saddle_quantum*1e3:.0f} meV")
print(f"well energy mean 0, sd {well_sd:.2f} eV")
print(f"saddle energy mean {saddle_mean:.2f}, sd {saddle_sd:.2f} eV")
print(f"traps: {trap.sum()} cages, deeper by {trap_depth:.2f} eV")
print(f"trap occupancy factor exp(depth/kT) {np.exp(trap_depth/kT):.1f}")
print(f"thermal wavelength {wavelength*1e12:.3f} pm")
print(f"gas filling p lambda^3/kT {gas_filling:.3e}")
print(f"occupancy of a well at E=0: {occupancy(0.0, well_quantum):.3e}")
g_mean = sc.k*T/sc.h*gas_filling*(kT/saddle_quantum)**2*np.exp(-saddle_mean/kT)
print(f"g of a saddle at the mean energy {g_mean:.3f} 1/s")
print(f"block conductance G {G:.6f} 1/s")
for c in cases:
    print(f"{c}: raw flux {flux[c]:.6f} 1/s, block lag {lag[c]*1e6:.3f} us")
for c in early:
    print(f"{c}: outflow/steady at 3 reference lags {early[c]:.4f}")
print(f"permeability x pressure {perm/100:.3e} 1/(cm s)")
print(f"ten other blocks: mean {others.mean()/100:.3e}, "
      f"sd {others.std(ddof=1)/100:.1e} 1/(cm s)")
print(f"O2 built into oxide {oxide_O2*1e-6:.3e} 1/cm3")
print(f"parabolic constant {B_par*1e12*3600:.5f} um2/h")
print(f"film thickness {film*1e6:.1f} um")
print(f"film steady flux {perm/film*1e-4:.3e} 1/(cm2 s)")
for c in cases:
    print(f"{c}: solubility {solub[c]*1e-6:.3e} 1/cm3")
    print(f"{c}: D {diff[c]*1e4:.3e} cm2/s, film lag {film_lag[c]:.4f} s")
print(f"random bias, flux/G: {biased[0]/G:.6f} ref, {biased[1]/G:.6f} trapped")
print(f"uneven slowing: flux/G {uneven_ratio:.3f}, at equal p {uneven_level:.3f}")
print(f"fixed barriers, all {shift:.1f} eV deeper: flux ratio {fixed_barrier:.4f}")
print(f"periodic-trap chain: lag/thick-film law {chain_lag/thick_law:.5f}")
print(f"exclusion chain J/J0: K=2 {crowded:.4f}, K=0.001 {dilute:.5f}")
print(f"largest occupancy: ref {K['reference'].max():.2e}, "
      f"trapped {K['trapped'].max():.2e}")
print(f"lowest barrier (reference) {barriers.min():.3f} eV = {barriers.min()/kT:.1f} kT")
print(f"saddles follow traps by {follow:.2f} eV: flux ratio {sag_ratio:.4f}")
print(f"hindered rotation at saddles (20 meV): flux factor {hindered:.3f}")
print(f"tunnelling factor {wigner:.5f}, quantum vibration {quantum_vib:.5f}")
print(f"linear growth rate (rough input) {linear_rate*1e6*3600:.2f} um/h")
print(f"reaction-equivalent thickness {reaction_length*1e9:.1f} nm")
print(f"flux factor from interface reaction {1/(1+reaction_length/film):.4f}")
print(f"growth during lag / thickness: ref {growth['reference']:.2e}, "
      f"trapped {growth['trapped']:.2e}")
print("PASS")
```

Running it gives:

```
temperature 1273.15 K, kT 0.10971 eV, pressure 101325 Pa
cages 432 (6x6x12), spacing 0.50 nm
well quantum 10 meV, saddle 20 meV
well energy mean 0, sd 0.08 eV
saddle energy mean 1.35, sd 0.12 eV
traps: 22 cages, deeper by 0.50 eV
trap occupancy factor exp(depth/kT) 95.3
thermal wavelength 8.650 pm
gas filling p lambda^3/kT 3.730e-09
occupancy of a well at E=0: 4.926e-06
g of a saddle at the mean energy 13.487 1/s
block conductance G 47.088934 1/s
reference: raw flux 47.088934 1/s, block lag 10.798 us
trapped: raw flux 47.088934 1/s, block lag 57.657 us
softened: raw flux 47.088934 1/s, block lag 86.380 us
reference: outflow/steady at 3 reference lags 0.9852
trapped: outflow/steady at 3 reference lags 0.3806
permeability x pressure 3.401e+08 1/(cm s)
ten other blocks: mean 3.258e+08, sd 1.6e+07 1/(cm s)
O2 built into oxide 2.205e+22 1/cm3
parabolic constant 0.01110 um2/h
film thickness 1.0 um
film steady flux 3.401e+12 1/(cm2 s)
reference: solubility 5.354e+16 1/cm3
reference: D 6.352e-09 cm2/s, film lag 0.2624 s
trapped: solubility 2.812e+17 1/cm3
trapped: D 1.210e-09 cm2/s, film lag 1.3779 s
softened: solubility 4.283e+17 1/cm3
softened: D 7.940e-10 cm2/s, film lag 2.0990 s
random bias, flux/G: 1.336265 ref, 1.336265 trapped
uneven slowing: flux/G 3.310, at equal p 3.121
fixed barriers, all 0.1 eV deeper: flux ratio 2.4880
periodic-trap chain: lag/thick-film law 1.00147
exclusion chain J/J0: K=2 0.5005, K=0.001 0.99917
largest occupancy: ref 3.74e-05, trapped 2.96e-03
lowest barrier (reference) 0.894 eV = 8.1 kT
saddles follow traps by 0.05 eV: flux ratio 1.0451
hindered rotation at saddles (20 meV): flux factor 0.098
tunnelling factor 1.00138, quantum vibration 0.99724
linear growth rate (rough input) 0.07 um/h
reaction-equivalent thickness 79.3 nm
flux factor from interface reaction 0.9265
growth during lag / thickness: ref 4.05e-07, trapped 2.12e-06
PASS
```
